# Spring-Bonded Interfaces: Lorentzian Roll-Off of Normally Incident Sound

## The decision at stake

A calculation of heat flow through a bonded interface needs the fraction of vibrational energy that crosses at each frequency. One must decide whether a constant fraction, fixed by the acoustic impedances of the two solids, is enough, or whether the compliance of the bond must be kept. The answer depends on a corner frequency $\omega_c$. Well below it the bond acts as rigid; well above it the bond reflects most of the energy, however well the solids are matched.

For a massless spring layer between two elastic half-spaces, at normal incidence, the transmitted energy fraction is

$$T(\omega)=\frac{T_0}{1+(\omega/\omega_c)^2},\qquad T_0=\frac{4Z_1Z_2}{(Z_1+Z_2)^2},\qquad \omega_c=K\left(\frac1{Z_1}+\frac1{Z_2}\right).$$

Here $K$ is the bond stiffness per area and $Z_1,Z_2$ are the acoustic impedances. As a function of angular frequency this is a Lorentzian centred at zero, with half-width $\omega_c$.

## Model and conventions

Medium 1 fills $x<0$ and medium 2 fills $x>0$. Each is linear, lossless and non-dispersive, with density $\rho_j$ and longitudinal sound speed $c_j$. The displacement $u$ and tensile stress $\sigma$ (positive in tension) obey

$$\rho_j\frac{\partial^2u}{\partial t^2}=\frac{\partial\sigma}{\partial x},\qquad \sigma=\rho_jc_j^2\frac{\partial u}{\partial x}.$$

The time factor is $e^{-i\omega t}$, so $e^{ikx}$ with $k=\omega/c_j$ travels to the right. The impedance is $Z_j=\rho_jc_j$, and therefore

$$\rho_jc_j^2k=\rho_jc_j\omega=\omega Z_j.$$

A right-going wave of amplitude $A$ has stress amplitude $i\omega Z_jA$; for a left-going wave the sign is reversed.

The energy flux follows from the work done across a plane. The material on the left exerts the force $-\sigma$ per area on the material to its right, so the power per area sent to the right is $-\sigma\,\partial u/\partial t$. For the right-going wave the velocity amplitude is $-i\omega A$, and the time average is

$$J=-\tfrac12\,\mathrm{Re}\left[(i\omega Z_jA)(-i\omega A)^*\right]=\tfrac12Z_j\omega^2|A|^2 .$$

The factor $Z_j$ matters: a ratio of squared displacements is not an energy fraction when the impedances differ.

The bond has negligible mass and thickness. With no mass to accelerate, the forces on its two faces must balance, so the stress is the same on both sides. Its stiffness $K$ is real and independent of frequency:

$$\sigma(0^-)=\sigma(0^+)=K\,[u(0^+)-u(0^-)].$$

An opened bond is in tension, which fixes the sign.

## Solving for the amplitudes

Send in a wave of unit amplitude from the left. Nothing arrives from the right, so

$$u=e^{ik_1x}+r\,e^{-ik_1x}\quad(x<0),\qquad u=t\,e^{ik_2x}\quad(x>0).$$

Equal stress gives $i\omega Z_1(1-r)=i\omega Z_2t$, or

$$r=1-\frac{Z_2}{Z_1}t.$$

The spring law gives $i\omega Z_2t=K(t-1-r)$. Inserting $r$,

$$i\omega Z_2t=K\left(t-2+\frac{Z_2}{Z_1}t\right).$$

Collect the terms in $t$:

$$2K=t\left(K+K\frac{Z_2}{Z_1}-i\omega Z_2\right).$$

Multiplication by $Z_1/K$ then yields

$$t=\frac{2Z_1}{D},\qquad D=Z_1+Z_2-\frac{i\omega Z_1Z_2}{K}.$$

The reflected amplitude is

$$r=\frac{D-2Z_2}{D}=\frac{Z_1-Z_2-i\omega Z_1Z_2/K}{D}.$$

## From amplitudes to energy

Write $S=Z_1+Z_2$ and $P=Z_1Z_2$. The ratio of transmitted to incident flux is

$$T=\frac{Z_2}{Z_1}|t|^2=\frac{4P}{S^2+\omega^2P^2/K^2}.$$

Dividing numerator and denominator by $S^2$ leaves $4P/S^2=T_0$ above and $1+\omega^2P^2/(K^2S^2)$ below. The second term equals $(\omega/\omega_c)^2$ with

$$\omega_c=\frac{KS}{P}=K\left(\frac1{Z_1}+\frac1{Z_2}\right),$$

which proves the stated result.

Energy conservation checks the factors. The reflected fraction is

$$|r|^2=\frac{(Z_1-Z_2)^2+\omega^2P^2/K^2}{S^2+\omega^2P^2/K^2}.$$

Since $(Z_1-Z_2)^2+4P=S^2$, the sum $|r|^2+T$ is one. The formula for $T$ is also unchanged when the two media are exchanged, so the energy fraction is the same from either side.

## What stiffness and impedance each control

The stiffness enters through $\omega_c$ alone. The impedances set both the plateau $T_0$ and the width.

For $\omega\ll\omega_c$ the bond hardly opens and $T\to T_0$, the acoustic-mismatch value for rigidly joined solids. For $\omega\gg\omega_c$,

$$T\to\frac{T_0\omega_c^2}{\omega^2}=\frac{4P}{S^2}\frac{K^2S^2}{P^2\omega^2}=\frac{4K^2}{\omega^2Z_1Z_2}.$$

This limit has a direct reading. Medium 1 then moves almost as if its surface were free, with surface amplitude 2, while medium 2 hardly moves. The bond stress has magnitude $2K$, and it must equal the radiated stress $\omega Z_2|t|$. Hence $|t|=2K/(\omega Z_2)$, and $(Z_2/Z_1)|t|^2$ reproduces the limit.

Two special cases show the role of the impedances. If they are equal, $Z_1=Z_2=Z$, then $T_0=1$ and $\omega_c=2K/Z$: perfect matching removes the low-frequency reflection but not the roll-off. If $Z_2\gg Z_1$, then $T_0\approx4Z_1/Z_2$ and $\omega_c\approx K/Z_1$. The smaller impedance then controls the width, while the mismatch lowers the plateau.

## Why there is a single relaxation rate

The same problem in time shows what causes the roll-off. Let the incident, reflected and transmitted displacements be $f(t-x/c_1)$, $g(t+x/c_1)$ and $h(t-x/c_2)$. Differentiation with respect to $x$ brings a factor $-1/c_j$ for right-going waves and $+1/c_1$ for the left-going one. With a prime for the derivative of each function, the stress at the bond is

$$\sigma=-Z_1(f'-g')=-Z_2h'.$$

Therefore $g'=f'+\sigma/Z_1$ and $h'=-\sigma/Z_2$. The bond opening is $\delta=h-f-g$, so

$$\delta'=-\frac{\sigma}{Z_2}-f'-\left(f'+\frac{\sigma}{Z_1}\right)=-2f'-\sigma\left(\frac1{Z_1}+\frac1{Z_2}\right).$$

With $\sigma=K\delta$ this becomes

$$\delta'+\omega_c\delta=-2f'.$$

Each half-space loads the bond like a dashpot: its surface responds to the bond stress with a velocity of size $\sigma/Z_j$, and the energy leaves as sound. Both surfaces feel the same stress and their velocities add in the opening, so the inverse impedances add. No inertia is lumped at the bond, so the equation is of first order and has one decay rate and no resonance.

To recover the frequency result, set $f=e^{-i\omega t}$. Then $(\omega_c-i\omega)\delta=2i\omega f$. The relation $h'=-K\delta/Z_2$ gives $-i\omega t=-K\delta/(Z_2f)$, where $t$ again denotes the transmission amplitude. Hence

$$t=\frac{2K}{Z_2(\omega_c-i\omega)}=\frac{2Z_1}{Z_1+Z_2}\,\frac{1}{1-i\omega/\omega_c},$$

since $K/(Z_2\omega_c)=Z_1/S$. The squared modulus of the last factor is the Lorentzian.

## When the bond has mass

Replace the ideal bond by a uniform elastic layer of thickness $d$, mass per area $m$ and static stiffness $K$. Its elastic modulus is $Kd$ and its density $m/d$, so its sound speed is $d\sqrt{K/m}$. Its impedance and the phase across it are

$$Z_L=\sqrt{mK},\qquad \varphi=\omega\sqrt{m/K}.$$

Let $u_d$ and $\sigma_d$ be the displacement and stress at the exit face, and let $q=\varphi/d$ be the wavenumber in the layer. The solution with these exit values is

$$u(x)=u_d\cos q(d-x)-\frac{\sigma_d}{\omega Z_L}\sin q(d-x).$$

Differentiating and multiplying by the modulus, with $Kd\,q=\omega Z_L$, gives

$$\sigma(x)=\sigma_d\cos q(d-x)+\omega Z_Lu_d\sin q(d-x).$$

Measure the transmitted amplitude at the exit face, so $u_d=t$ and $\sigma_d=i\omega Z_2t$. At the entrance, $u(0)=1+r$ and $\sigma(0)=i\omega Z_1(1-r)$. Adding $u(0)$ and $\sigma(0)/(i\omega Z_1)$ eliminates $r$:

$$2=t\left[\cos\varphi-\frac{iZ_2}{Z_L}\sin\varphi+\frac{Z_2}{Z_1}\cos\varphi-\frac{iZ_L}{Z_1}\sin\varphi\right].$$

Multiplying by $Z_1$ and forming the flux ratio,

$$T=\frac{4P}{S^2\cos^2\varphi+(Z_L+P/Z_L)^2\sin^2\varphi}.$$

As $m\to0$ at fixed $K$ and $\omega$, $\varphi\to0$ and $Z_L\sin\varphi\to0$, while $P\sin\varphi/Z_L\to\omega P/K$. The spring result returns.

For small mass, use $\cos^2\varphi\approx1-\varphi^2$ and $\sin^2\varphi\approx\varphi^2-\varphi^4/3$. Expand the square in the denominator. The part $Z_L^2\varphi^2$ is of order $m^2$ and drops out; the cross term gives $2P\varphi^2$. Because $\varphi^2/Z_L^2=\omega^2/K^2$, the last part is

$$\frac{P^2}{Z_L^2}\sin^2\varphi\approx\frac{\omega^2P^2}{K^2}\left(1-\frac{\varphi^2}{3}\right)=S^2x^2\left(1-\frac{\varphi^2}{3}\right),\qquad x=\frac{\omega}{\omega_c}.$$

With $2P/S^2=T_0/2$, the denominator becomes

$$S^2\left[1+x^2-\varphi^2\left(1+\frac{x^2}{3}-\frac{T_0}{2}\right)\right].$$

The change of $T$ relative to the Lorentzian is thus, to first order in $m$,

$$\frac{\Delta T}{T}=\varphi^2\,\frac{1+x^2/3-T_0/2}{1+x^2}.$$

This term is positive because $T_0\le1$. It gives the actual change only for $Z_L\ll S$: the dropped part $Z_L^2\varphi^2=(m\omega)^2$ adds $-\varphi^2(Z_L^2/S^2)/(1+x^2)$, and at low frequency it reverses the sign once $Z_L^2>Z_1^2+Z_2^2$. The spring model is safe when $\varphi^2\ll1$ and $m\omega\ll Z_1+Z_2$ at the frequencies of interest; a heavy, stiff layer can violate the second condition while $\varphi$ is still small. These conditions are sufficient, not necessary, since the corrections can cancel when $Z_L$ matches one medium. To describe the corner itself it is enough that $\omega_c\ll\sqrt{K/m}$. This means $Z_L\ll P/S\le S/4$, and it ensures both conditions up to the corner. The failure at high frequency can be complete: at $\varphi=\pi$ the sine vanishes and $T$ returns to $T_0$.

## Worked example: sound

SI units are natural for acoustic impedance. The following round parameters represent no particular material: $\rho_1=2000$ kg/m³, $c_1=8000$ m/s, $\rho_2=8000$ kg/m³, $c_2=4000$ m/s and $K=3.2\times10^{19}$ N/m³. The impedances are $Z_1=1.6\times10^7$ and $Z_2=3.2\times10^7$ kg/(m² s). Hence

$$T_0=\frac{4(1.6)(3.2)}{(4.8)^2}=0.889,$$

$$\omega_c=3.2\times10^{19}\left(\frac1{1.6\times10^7}+\frac1{3.2\times10^7}\right)=3.0\times10^{12}\ \text{rad/s}.$$

This is an ordinary frequency of 0.48 THz. The wavelengths there are 16.8 nm in medium 1 and 8.4 nm in medium 2, long compared with atomic spacings of a few tenths of a nanometre.

The transmission falls from 0.889 to 0.444 at $\omega_c$, 0.178 at $2\omega_c$ and 0.0088 at $10\omega_c$. An independent time-domain simulation represented the media by masses and springs and sent a Gaussian pulse through the bond. The spectrum of the transmitted pulse gave 0.4444 at $\omega_c$ and 0.08887 at $3\omega_c$; the formula gives 0.4444 and 0.08889.

The pulse also tests the rate equation. Let its displacement at the bond be $f(t)=\exp[-(t-t_0)^2/(2s^2)]$, with $s=0.10$ ps and $t_0=0.80$ ps. The causal solution is

$$\delta(t)=-2\int_{-\infty}^t e^{-\omega_c(t-t')}f'(t')\,dt'.$$

Integrate by parts. Once the pulse has passed, the boundary term $-2f(t)$ is negligible and the remaining Gaussian integral can be extended to infinity:

$$\delta(t)\approx2\sqrt{2\pi}\,\omega_cs\,e^{\omega_c^2s^2/2}e^{-\omega_c(t-t_0)}.$$

At $t=1.80$ ps, with $\omega_cs=0.3$ and $\omega_c(t-t_0)=3$, this is $1.504\times1.046\times0.0498=0.0783$ of the incident peak. The simulation also gave 0.0783, and its decay rate was $3.000\times10^{12}$ s⁻¹.

Now give the bond a mass $m=3\times10^{-7}$ kg/m². Then $\sqrt{K/m}=1.03\times10^{13}$ rad/s and $\varphi^2=0.0844$ at the corner. The first-order change is

$$0.0844\times\frac{1+0.333-0.444}{2}=0.0375.$$

The full layer formula gives an increase of 0.0379 relative to the Lorentzian, from $T=0.444$ to 0.461. At $3\omega_c$, however, $\varphi^2=9\times0.0844=0.76$, and the expansion is no longer justified. The return to $T_0$ at $\varphi=\pi$ lies near $10.8\,\omega_c$ in the continuum layer model. This mass equals only 0.15 nm of medium 1, less than one atomic layer, so the uniform layer is just one way to distribute it. Lumped between two springs $2K$, the same mass raises $T$ at the corner by 0.046 and gives a single transmission peak near $6.8\,\omega_c$. A bond can thus be nearly massless at its corner and not in its tail.

## Consequence for one heat channel

Consider one longitudinal branch at normal incidence, as an idealised single channel. A real free elastic guide has four gapless branches, and freezing out its higher modes at 300 K would need a width near 0.1 nm. This is not the conductance of a three-dimensional interface, which also needs oblique incidence and mode conversion.

Each wavenumber interval $dk/2\pi$ carries energy $\hbar\omega n$ per length at speed $c_j$, where $n$ is the Bose function. Since $c_j\,dk=d\omega$, the sound speed cancels. The fluxes in the two directions carry the same $T(\omega)$. The temperature difference used here is that between the two incoming phonon populations, so $G$ is a reservoir-to-reservoir conductance. It stays finite, $\pi k_B^2\Theta/6\hbar$, even for $T=1$ with no interface, and it lies below the conductance defined by the local temperature jump, most of all where $T$ is near one. A small such difference about $\Theta$ gives

$$G=\int_0^\infty\frac{d\omega}{2\pi}\,\hbar\omega\frac{\partial n}{\partial\Theta}\,T(\omega).$$

Put $y=\hbar\omega/k_B\Theta$. Then $\hbar\omega\,\partial n/\partial\Theta=k_BE(y)$ with $E=y^2e^y/(e^y-1)^2$. Define also $a=\hbar\omega_c/k_B\Theta$.

**High temperature.** For $a\ll1$ the Lorentzian selects modes with $E\approx1$, and

$$G_{\rm cl}=\frac{k_BT_0}{2\pi}\int_0^\infty\frac{d\omega}{1+(\omega/\omega_c)^2}=\frac{k_BT_0\omega_c}{4}=\frac{k_BK}{Z_1+Z_2},$$

because $T_0\omega_c=4K/S$. The leading quantum correction comes from $1-E$. In the variable $y$,

$$G_{\rm cl}-G=\frac{k_BT_0\omega_c}{2\pi}\,a\int_0^\infty\frac{1-E(y)}{a^2+y^2}\,dy.$$

Near $y=0$, $1-E\approx y^2/12$, so $a^2$ may be dropped from the denominator at leading order. What remains is

$$\int_0^\infty\left[\frac1{y^2}-\frac{e^y}{(e^y-1)^2}\right]dy=\left[-\frac1y+\frac1{e^y-1}\right]_0^\infty=\frac12.$$

Dividing by $G_{\rm cl}$ gives

$$G\approx\frac{k_BK}{Z_1+Z_2}\left(1-\frac{\hbar\omega_c}{\pi k_B\Theta}\right).$$

**Low temperature.** For $a\gg1$, expand the Lorentzian as $1-y^2/a^2$. Integration by parts gives $\int_0^\infty E\,dy=\pi^2/3$ and $\int_0^\infty y^2E\,dy=4\pi^4/15$, whose ratio supplies the factor $4\pi^2/5$:

$$G\approx T_0\frac{\pi k_B^2\Theta}{6\hbar}\left[1-\frac{4\pi^2}{5}\left(\frac{k_B\Theta}{\hbar\omega_c}\right)^2\right].$$

The stiffness disappears from the leading term, because the thermal frequencies lie far below $\omega_c$, where the bond hardly opens.

In the example, $\hbar\omega_c/k_B=22.9$ K. At 0.5 K the low-temperature formula and direct integration both give $4.19\times10^{-13}$ W/K. The classical limit is

$$G_{\rm cl}=\frac{(1.3806\times10^{-23})(3.2\times10^{19})}{4.8\times10^7}=9.20\times10^{-12}\ \text{W/K}.$$

Integration gives $7.35\times10^{-12}$ W/K at 30 K and $8.98\times10^{-12}$ W/K at 300 K. The latter is 2.4% below the classical limit, as the correction $22.9/(300\pi)=0.024$ predicts.

The classical value still hides a demanding assumption. The share of its integral below a cutoff $\Omega$ is $(2/\pi)\arctan(\Omega/\omega_c)$. Even at $\Omega=10\omega_c$ this is 0.937, so 6.3% comes from higher frequencies. The wavelength in medium 2 is by then only 0.84 nm, where atomic dispersion, a phonon band edge and bond mass can matter. Bond mass alone can change the result strongly, because it opens a transmission peak at frequencies that are still thermally excited at 300 K, where $k_B\Theta/\hbar\approx13\,\omega_c$. The example mass lumped between two springs $2K$, with its peak near $6.8\,\omega_c$, roughly doubles $G$ to $1.75\times10^{-11}$ W/K. The uniform-layer peak at $10.8\,\omega_c$ would already lie above the band edge of medium 2 for an atomic spacing of 0.25 nm or more. The room-temperature number is therefore a result of the ideal model, and not even its leading digit should be assigned to a real interface.

## Using the result

Compare $\omega_c$ with the frequencies that carry the signal or the heat. At $\omega=0.1\omega_c$ the rigid-bond value $T_0$ exceeds $T$ by 1% of $T$; at $\omega_c$ it is too large by a factor of two. The excess is already 25% at $0.5\omega_c$, so keep the Lorentzian once the relevant band extends beyond a few tenths of $\omega_c$. The spring itself is safe while the band stays well below $\sqrt{K/m}$ and $(Z_1+Z_2)/m$ and the wavelengths stay much longer than the atomic spacing; otherwise use a layer or lattice calculation. Loss in the bond or a frequency-dependent stiffness likewise invalidates the simple form: the energy balance needs a real $K$, and the Lorentzian and the single decay rate also need a constant one. The numerical output below gives the remaining values.

## Numbers as computed

```
density 1: 2000 kg/m^3, speed 1: 8000 m/s
density 2: 8000 kg/m^3, speed 2: 4000 m/s
impedance Z1: 1.600e+07 kg/(m^2 s)
impedance Z2: 3.200e+07 kg/(m^2 s)
bond stiffness K: 3.200e+19 N/m^3
plateau T0: 0.88889 (no unit)
corner wc: 3.0000e+12 rad/s
corner frequency wc/2pi: 0.4775 THz
relaxation time 1/wc: 0.3333 ps
wavelength at wc, medium 1: 16.76 nm
wavelength at wc, medium 2: 8.38 nm
T at 0.25 wc: formula 0.83660, pulse 0.83660
T at 0.50 wc: formula 0.71111, pulse 0.71111
T at 1.00 wc: formula 0.44444, pulse 0.44444
T at 2.00 wc: formula 0.17778, pulse 0.17777
T at 3.00 wc: formula 0.08889, pulse 0.08887
T at 10 wc: 0.008801
T over high-frequency law at 100 wc: 0.999900
pulse width (standard deviation): 0.10 ps
pulse arrival time at bond: 0.80 ps
simulated decay rate of opening: 3.0000e+12 1/s
time of opening check: 1.8000 ps
opening/incident peak, simulated: 0.078326
opening/incident peak, from rate equation: 0.078325
layer mass per area m: 3.00e-07 kg/m^2
layer scale sqrt(K/m): 1.0328e+13 rad/s
wc^2 m/K: 0.08438 (no unit)
T at wc with layer mass: 0.46129
relative change, full: 0.03790
relative change, first order: 0.03750
temperature hbar wc/kB: 22.915 K
classical channel conductance: 9.20433e-12 W/K
channel conductance at 0.5 K: 4.19075e-13 W/K
channel conductance at 3.0 K: 2.27677e-12 W/K
channel conductance at 30.0 K: 7.34574e-12 W/K
channel conductance at 300.0 K: 8.98494e-12 W/K
low-temperature formula at 0.5 K: 4.19055e-13 W/K
high-temperature formula at 300 K: 8.98054e-12 W/K
classical share below 10 wc: 0.93655
```
